# Why Semilocal Functionals Miss the Inverse-Cube Physisorption Attraction

**Q:** I computed the energy of a molecule above a surface with a semilocal functional. Beyond about one nanometre the curve is flat, although I expected an attraction falling as the inverse cube of distance. Is my calculation unconverged?

**A:** It need not be. Take a neutral, closed-shell molecule without permanent multipole moments, at distance $d$ from the electronic edge of a neutral planar surface. Let the highest occupied level of each partner lie below the lowest empty level of the other, so that no charge is transferred. Under these conditions a semilocal interaction dies exponentially, even when fully converged.

The reason starts with the densities. I use Hartree atomic units for derivations. Outside either partner, an electron bound by energy $I$ obeys $-\tfrac12\phi''=-I\phi$, apart from slower prefactors. Hence $\phi\sim e^{-\sqrt{2I}\,z}$, and squaring gives

$$n_A\sim A e^{-az},\qquad n_B\sim B e^{-br},\qquad a,b=2\sqrt{2I_{A,B}} .$$

Here $A$ is the surface, $B$ the molecule, $z$ the height and $r$ the distance from the molecule. In a Kohn–Sham calculation, $-I$ is its own highest occupied level.

**Q:** Small overlap means a small energy only if the functional cooperates. Why must it?

**A:** A semilocal functional integrates a local function $f(n,\nabla n)$. With the two densities frozen, the interaction part is

$$\Delta E_{xc}=\int \Delta f\,d^3r,\qquad \Delta f=f(A+B)-f(A)-f(B),$$

where the labels stand for densities with their gradients. Suppose $f$ vanishes at zero density and changes by at most $K(|\delta n|+|\delta\nabla n|)$. For an exponential molecule $|\nabla n_B|=b\,n_B$, so both $f(A+B)-f(A)$ and $f(B)$ are at most $K(1+b)n_B$ in size. Therefore $|\Delta f|\le 2K(1+b)n_B$. Exchanging the labels gives the same kind of bound with $n_A$. Thus $|\Delta f|$ is bounded by a constant times the *smaller* density.

The smaller of two numbers never exceeds a weighted geometric mean. With weights $b/(a+b)$ and $a/(a+b)$,

$$\min(n_A,n_B)\le {\rm const}\times e^{-\frac{ab}{a+b}(z+r)} .$$

Above the surface $z+r\ge d$, and integration over space adds only powers of $d$. Below the edge, $n_B$ itself is at most of order $e^{-bd}$. The interaction is exponentially small. Adding gradient terms does not change this as long as the assumed bound on $f$ holds. A truncated gradient expansion can violate it: in an exponential tail the fourth-order exchange terms scale as $|\nabla n|^4/n^4$, which does not vanish. That is a breakdown of the expansion, not a description of the long-range attraction.

**Q:** That is an upper bound. What decay rate should I expect to see?

**A:** Take local exchange, $f=-C_xn^{4/3}$. Where one density, $n_>$, greatly exceeds the other, $n_<$, expansion gives

$$\Delta f\simeq-C_x\left(\tfrac43 n_>^{1/3}n_<-n_<^{4/3}\right),$$

and the first term dominates. Follow it along the normal through the molecule, where $r=d-z$:

- On the surface side, $n_A^{1/3}n_B\propto e^{-bd+(b-a/3)z}$. This grows towards the molecule if $a<3b$.
- On the molecular side, $n_An_B^{1/3}\propto e^{-bd/3-(a-b/3)z}$. This falls towards the molecule if $b<3a$.

If both conditions hold, the largest contribution comes from the point where the tails cross. Ignoring prefactors, $az=b(d-z)$ gives $z=bd/(a+b)$. The density there is proportional to $e^{-abd/(a+b)}$, and its $4/3$ power decays at the rate

$$\kappa=\frac{4ab}{3(a+b)} .$$

If $b>3a$, the dominant region moves to the molecule and the rate becomes $a$. If $a>3b$, it moves to the surface and the rate becomes $b$.

The crossing region also has a lateral area. Let $s$ be the distance from the molecule to the crossing. Equating $Ae^{-a(d-s)}$ and $Be^{-bs}$ gives

$$s=\frac{ad+\ln(B/A)}{a+b}.$$

Away from the axis the molecular tail is weaker by $e^{-b(r-s)}$. The crossing density contains $B^{a/(a+b)}$, so its $4/3$ power is weaker by $e^{-\kappa(r-s)}$. With $r^2=s^2+\rho^2$ and $\rho\,d\rho=r\,dr$,

$$2\pi\int_s^\infty r\,e^{-\kappa(r-s)}dr=\frac{2\pi}{\kappa}\left(s+\frac1\kappa\right).$$

At leading order in $s$, the energy is therefore proportional to $s\,e^{-\kappa d}$. The added constant $1/\kappa$ is not reliable: this estimate holds the crossing at fixed height, whereas the crossing surface bends away from the axis. For the example below, the full exchange integral gives a constant of about $-0.042$ nm instead of $1/\kappa=+0.055$ nm. I use $s+1/\kappa$ only as a rough area factor.

**Q:** You have frozen the densities. Could electrostatics, kinetic energy or relaxation bring back a power law?

**A:** Consider electrostatics first. Outside a neutral planar surface the spilled electrons give $\phi''=4\pi Ae^{-az}$. The solution that vanishes far away is $\phi=(4\pi A/a^2)e^{-az}$. Let the molecule have $N$ electrons with density $Nb^3e^{-br}/(8\pi)$ around a charge $+N$. For $a<b$, the average of $e^{-a(z-d)}$ over the normalized electron cloud is

$$\frac{b^3}{2a}\int_0^\infty r e^{-br}\sinh(ar)\,dr=\frac{b^4}{(b^2-a^2)^2}.$$

Adding the positive charge and subtracting the electrons gives

$$E_{\rm es}\simeq-N\frac{4\pi A}{a^2}e^{-ad}\left[\frac{b^4}{(b^2-a^2)^2}-1\right].$$

This is penetration energy, and it is exponential too.

The kinetic repulsion comes from making overlapping orbitals orthogonal. Relaxation is driven by changes of potential that also arise from overlap. That is an argument, not a general proof, so I tested it in a one-dimensional self-consistent Kohn–Sham model. Its wells are $-\lambda(\lambda+1)/(2\cosh^2x)$ with $\lambda=0.4$ and $0.6$. Each holds two electrons, and the exchange density is $-0.2n^{4/3}$. There is no Hartree term, because electrostatics was treated above. The interaction changes from $-1.2\times10^{-2}$ meV at 0.794 nm to $-2.1\times10^{-5}$ meV at 1.111 nm. The decay rate is 20.0 nm$^{-1}$; $\kappa$ from the isolated wells' levels is 20.1 nm$^{-1}$. Relaxation and kinetic energy leave the exponential law intact in this model.

**Q:** Then what produces the real attraction, if the densities hardly touch?

**A:** Correlated charge fluctuations do. First find how the surface answers a field. For lateral wavenumber $k$, write the potential as $e^{kz}-g e^{-kz}$ outside and $t e^{kz}$ inside. Continuity of potential gives $1-g=t$. Continuity of normal displacement gives $1+g=\varepsilon t$. Eliminating $t$,

$$g=\frac{\varepsilon-1}{\varepsilon+1}.$$

The reflected potential of a unit charge at height $z'$ is therefore

$$\phi_{\rm ref}=-g\int_0^\infty J_0(k|\boldsymbol\rho-\boldsymbol\rho'|)e^{-k(z+z')}dk .$$

A dipole brings one derivative at the source, and its field brings another with a minus sign. For a normal dipole these give $k^2$. For a parallel one, $J_0(x)\simeq1-x^2/4$ gives $k^2/2$. The field returned to a dipole $p$ at height $d$ is thus

$$E_{\rm ref}=g\,\eta\,p\int_0^\infty k^2e^{-2kd}dk=\frac{g\,\eta\,p}{4d^3},$$

with $\eta=1$ for the normal direction and $\eta=\tfrac12$ for each parallel direction. The integrand peaks at $k=1/d$: a distant molecule couples to long surface waves, which need no density overlap.

**Q:** But the average dipole is zero. Why is there an energy?

**A:** Let one oscillator represent the molecule, with frequency $w_0$ and static polarizability $\alpha_0$. Let surface modes of frequency $w_s$ give $g(w)=g_0w_s^2/(w_s^2-w^2)$. For each polarization, one combination of surface modes, $q$, couples to the molecular coordinate $x$:

$$V=\tfrac12w_0^2x^2+\tfrac12w_s^2q^2+cxq,\qquad p=\sqrt{\alpha_0}\,w_0x .$$

The equation for $q$ gives $q=-cx/(w_s^2-w^2)$, so the force on $x$ is $c^2x/(w_s^2-w^2)$. It must equal $\sqrt{\alpha_0}\,w_0E_{\rm ref}=\alpha_0w_0^2g\eta x/(4d^3)$. Hence

$$c^2=\frac{\alpha_0w_0^2g_0w_s^2\eta}{4d^3}.$$

In a mean-field product state, $\langle xq\rangle=\langle x\rangle\langle q\rangle$. For $c^2<w_0^2w_s^2$ the static potential has its minimum at zero displacement, so such a state gains nothing. The true ground state does gain. The normal frequencies have $\Omega_+^2+\Omega_-^2=w_0^2+w_s^2$ and $\Omega_+\Omega_-=\sqrt{w_0^2w_s^2-c^2}$. Consequently

$$(\Omega_++\Omega_-)^2=w_0^2+w_s^2+2\sqrt{w_0^2w_s^2-c^2}\simeq(w_0+w_s)^2-\frac{c^2}{w_0w_s}.$$

Taking the root and halving it, the zero-point energy changes by

$$\delta E=-\frac{c^2}{4w_0w_s(w_0+w_s)} .$$

The three values of $\eta$ add to 2, so

$$E=-\frac{C_3}{d^3},\qquad C_3=\frac{\alpha_0g_0w_0w_s}{8(w_0+w_s)} .$$

This holds at leading order, without retardation. The semilocal energy has no term that records the correlation between $x$ here and $q$ there.

**Q:** Would it help to insert the true density into the semilocal functional?

**A:** It would not supply the missing energy. In the oscillator model the density changes first in proportion to $c^2$, hence as $d^{-3}$. Suppose first that the semilocal functional gives the separate partners their correct densities. Its total energy is stationary at its own density. If it is smooth there, the inserted change alters the energy only at second order, as $d^{-6}$. Since the stationary point is a minimum, that change is not an attraction. If the separate densities are slightly wrong, the second-order term also contains the product of that error and the $d^{-3}$ change. This cross term falls as $d^{-3}$, but it can have either sign and vanishes when the separate densities are right, so it does not represent the fluctuation energy. Exact density functional theory is not at fault: its functional is nonlocal.

**Q:** Please put numbers on this for a precursor.

**A:** I take rough values in the regime of germane above passivated germanium: $\alpha_0=0.005$ nm$^3$, $w_0=12$ eV, and ionization energies of 11 eV for the molecule and 5 eV for the surface. A lattice constant of 0.566 nm with 32 valence electrons per cell gives 176.5 electrons per nm$^3$ and a plasmon energy $w_p=15.60$ eV.

For the surface I use $\varepsilon(iw)=1+w_p^2/(w_g^2+w^2)$. Substitution into $g$ gives $w_s^2=w_g^2+w_p^2/2$. A static permittivity of 16 then fixes $w_g=15.60/\sqrt{15}=4.03$ eV, $w_s=11.74$ eV and $g_0=15/17=0.882$. Therefore

$$C_3=\frac{0.005\times0.882\times12\times11.74}{8(12+11.74)}\ {\rm eV\,nm^3}=3.27\ {\rm meV\,nm^3},$$

or 0.81 atomic units.

For the overlap I put model densities through the LDA and PBE functionals. The surface density is $A/(1+e^{az})$ and the molecule has eight valence electrons in an exponential cloud. The table gives frozen-density exchange-correlation energies, without kinetic repulsion, beside the inverse-cube asymptote.

| $d$ (nm) | $-C_3/d^3$ (meV) | LDA (meV) | PBE (meV) |
|---|---:|---:|---:|
| 0.50 | −26.2 | −13.6 | −9.3 |
| 0.70 | −9.5 | −0.52 | −0.51 |
| 1.00 | −3.3 | −0.0034 | −0.0037 |
| 1.40 | −1.2 | −0.0000035 | −0.0000036 |

At 1 nm both functionals give about one thousandth of the asymptote. Electrostatic penetration is smaller still, $-1.3\times10^{-5}$ meV. The gradient correction changes the amount, not the outcome. The model cloud also limits the accuracy. PBE places germane's highest occupied level near −8.4 eV, not −11 eV, so the computed tail is longer. A spherically averaged PBE density doubles the LDA overlap energy at 0.5 nm. At 1 nm the result depends on the basis set, because Gaussian functions describe the far tail poorly: it ranged from about 10% below the tabulated value to roughly 40% above it. The overlap energy there is still of the order of one thousandth of the asymptote.

The tail rates are $a=22.9$ and $b=34.0$ nm$^{-1}$, so

$$\kappa=\frac{4\times22.9\times34.0}{3(22.9+34.0)}\simeq18.2\ {\rm nm^{-1}}.$$

After division by the area factor, the LDA energies between 1.0 and 1.4 nm decay at 17.9 nm$^{-1}$, about 2% below $\kappa$. Exchange alone decays at 18.1 nm$^{-1}$ with the same rough factor, and at the rate $\kappa$ when the constant $-0.042$ nm is used. About one third of the difference therefore comes from the area factor and about two thirds from correlation.

**Q:** At 0.5 nm the LDA attraction is about half the inverse-cube value. Could I fit my curve there and extrapolate?

**A:** No. The tabulated value leaves out kinetic repulsion, which in a Thomas–Fermi estimate cancels nearly half of it at 0.5 nm. The shape of the curve is wrong as well. Define an apparent power $m=-d\ln|E|/d\ln d$. For $E\propto d^{-3}$ it is 3 at every distance. For the overlap law with the rough area factor,

$$m=\kappa d-\frac{d}{s+1/\kappa}\frac{a}{a+b},$$

which keeps growing. The LDA values give 9.7 between 0.5 and 0.7 nm, 18.8 between 1.0 and 1.2 nm, and 22.5 between 1.2 and 1.4 nm. A power fitted in one window describes that window alone.

By contrast, I diagonalized the molecule coupled to a discrete set of surface modes and fitted the zero-point energy from 1 to 3 nm. The power is −3.000, and a fit with the power fixed at −3 gives $C_3=3.27$ meV nm$^3$, in agreement with the formula.

Semilocal attraction near contact is an overlap effect. It can make a binding energy look reasonable while the tail is missing.

**Q:** If a semilocal curve does show an inverse cube, is it an error?

**A:** It may be genuine. A permanent normal dipole $\mu$ feels the static field $g_0\mu/(4d^3)$. The induced field is proportional to the dipole, so the energy carries a factor one half:

$$E_{\rm perm}=-\frac{g_0\mu^2}{8d^3}.$$

A self-consistent semilocal calculation contains this through its Hartree energy, with its own value of the static response. For 1 debye at 1 nm in the example it is −0.069 meV, about 2% of the fluctuation term. A permanent multipole of order $l$ brings $l$ derivatives at the source and $l$ at the response to the image potential, which varies as $1/d$, so its energy falls as $d^{-(2l+1)}$. For a tetrahedral molecule such as germane the first permanent moment is the octupole, $l=3$, which gives a $d^{-7}$ term. With germane's PBE octupole and a twofold axis along the normal, it is about $10^{-5}$ meV at 1 nm and $10^{-6}$ meV at 1.4 nm. It overtakes the exponential overlap energy of the table near 1.5 nm. Charge transfer would also invalidate the exponential argument, because charged partners interact through long-range Coulomb forces.

**Q:** How far can I trust the 3.3 meV for a real germanium surface, and does coverage matter?

**A:** Treat it as an estimate of size. The largest uncertainty I sized is the position of the reference plane: moving it outward by 0.05 nm raises the attraction at 1 nm by 17%. Dividing the polarizability into independently fluctuating parts on a shell of radius 0.15 nm raises it by 5%; a shell that polarizes uniformly as a whole would give no change. A retardation estimate using a perfect mirror's distance factor lowers it by only 0.06%, but that factor lacks a second-order term present for a dielectric. With the full reflection coefficients of the model surface, the reduction is about 0.6%. Thermal occupation of the model's electronic modes at 600 K changes it by less than 0.001%; carriers and vibrations of a real surface are not included. A real surface also has steps, reactive sites and a passivating layer, which this planar model omits. At contact, the asymptote is not a binding energy.

For coverage, apply the same oscillator result to two identical molecules at spacing $R$. Their couplings are $c=\alpha_0w_0^2\tau/R^3$ with $\tau=1,1,-2$. Setting $w_s=w_0$ in $\delta E$ and using $\sum\tau^2=6$ gives $-3\alpha_0^2w_0/(4R^6)$ per pair. Six neighbours, with each pair shared by two molecules, contribute −0.011 meV per molecule at 2 nm spacing. This is 0.3% of the surface attraction at 1 nm. The estimate uses the free-space coupling; reflection from the model surface weakens it by about 13% for molecules 1 nm above the plane, and by more closer in. The pair energy grows as $R^{-6}$ when the spacing shrinks, so the isolated-molecule picture requires a dilute layer.

**Q:** What must a correction contain?

**A:** It must connect separated points. A sum of pair energies $-C_6/r^6$ over a half-space with $\nu$ atoms per volume shows how this restores the power:

$$-\nu C_6\int_d^\infty dz\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+z^2)^3}
=-\nu C_6\int_d^\infty\frac{\pi}{2z^4}dz=-\frac{\pi\nu C_6}{6d^3}.$$

The correct power does not guarantee the correct coefficient. That depends on whether the effective $C_6$ reproduces the surface response $g$, including its screening. Near contact the pair terms also need damping, since the semilocal functional already describes part of the correlation there. The numerical output below lists the remaining distances and the mesh shifts.

## Numbers as computed

```
Molecular polarizability volume: 0.005 nm^3
Molecular excitation energy: 12.0 eV
Ionization energies, molecule and surface: 11.0, 5.0 eV
Lattice constant: 0.566 nm; static permittivity: 16
Valence electrons in model molecule: 8
Bulk valence density: 176.5 nm^-3
Bulk plasmon energy: 15.60 eV; oscillator gap: 4.03 eV
Surface-mode energy: 11.74 eV; static response g0: 0.8824
C3 closed form: 3.2730 meV nm^3 = 0.8117 a.u.
C3 response integral: 3.2730 meV nm^3
C3 fitted to zero-point curve, 1 to 3 nm: 3.2737 meV nm^3
Fitted power of zero-point curve: -3.0002
Density decay rate, surface a: 22.91 nm^-1
Density decay rate, molecule b: 33.98 nm^-1
Predicted overlap rate kappa: 18.25 nm^-1
LDA overlap rate, area factor removed: 17.87 nm^-1
d (nm) | -C3/d^3 | LDA xc | PBE xc | electrostatic (all meV)
0.50 | -26.1838 | -1.358e+01 | -9.321e+00 | -1.190e+00
0.70 | -9.5422 | -5.198e-01 | -5.107e-01 | -1.241e-02
0.85 | -5.3295 | -4.283e-02 | -4.640e-02 | -4.002e-04
1.00 | -3.2730 | -3.409e-03 | -3.726e-03 | -1.288e-05
1.20 | -1.8941 | -1.115e-04 | -1.182e-04 | -1.318e-07
1.40 | -1.1928 | -3.497e-06 | -3.583e-06 | -1.349e-09
Ratio |LDA xc|/(C3/d^3) at 1 nm: 1.04e-03
Ratio |PBE xc|/(C3/d^3) at 1 nm: 1.14e-03
Mesh shift at 1 nm, LDA: 6.26e-08 meV
Mesh shift at 1 nm, PBE: -1.71e-07 meV
Apparent LDA power, 0.5 to 0.7 nm: 9.70
Apparent LDA power, 1.0 to 1.2 nm: 18.76
Apparent LDA power, 1.2 to 1.4 nm: 22.46
Self-consistent wells at 0.794 nm: -1.206e-02 meV
Self-consistent wells at 0.953 nm: -5.098e-04 meV
Self-consistent wells at 1.111 nm: -2.103e-05 meV
Well decay rate, computed: 20.00 nm^-1
Well decay rate, predicted: 20.14 nm^-1
Image energy of a 1 debye normal dipole at 1 nm: -0.0688 meV
Reference plane moved out 0.05 nm, change at 1 nm: 16.6 %
Molecular radius 0.15 nm, change at 1 nm: 4.7 %
Retardation estimate at 1 nm: -0.06 %
Temperature 600 K, change in C3: -0.000 %
Six neighbours at 2 nm, energy per molecule: -0.0105 meV
```
